# Kohler's Rule: Proof by Scaling and Two Ways It Fails

## Kohler's rule from a scaled collision operator

Let electrons move in fixed bands with a fixed equilibrium distribution, and let temperature enter their transport through one positive factor $\lambda(T)$ that multiplies the whole collision operator. Then the resistivity in a magnetic field $B$ obeys Kohler's rule,

$$\frac{\rho_{xx}(B,T)}{\rho_{xx}(0,T)}=F\!\left(\frac{B}{\rho_{xx}(0,T)}\right), \tag{1}$$

with the same function $F$ at all temperatures. A fixed equilibrium distribution is an idealization, approached in a degenerate metal with $k_BT$ small against the Fermi energy; outside that limit, thermal smearing combined with energy-dependent scattering can break (1) even at fixed density. The premise is also lost if the carrier density depends on temperature, or if two scattering mechanisms of different anisotropy change their relative weight. For each of these last two cases a soluble model below violates (1).

The premise is sufficient but not necessary. An isotropic parabolic band with one relaxation time has no magnetoresistance, so it satisfies (1) with $F=1$ even when its density changes.

### The linear Boltzmann equation

We work in two dimensions, so $\rho$ is a sheet resistivity. The field $\mathbf B=B\hat{\mathbf z}$ is treated semiclassically, without Landau quantization, and the uniform electric field $\mathbf E$ is kept to first order. Carriers have charge $q$, energy $\varepsilon(\mathbf k)$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. Write

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\psi, \tag{2}$$

and define the collision operator $C$ by letting collisions change $f$ at the rate $-(-\partial f_0/\partial\varepsilon)\,C\psi$. In the steady state

$$\frac q\hbar(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-\left(-\frac{\partial f_0}{\partial\varepsilon}\right)C\psi . \tag{3}$$

The electric force acts on $f_0$ and gives $-(-\partial f_0/\partial\varepsilon)\,q\mathbf E\cdot\mathbf v$. The magnetic force gives nothing when it acts on a function of energy, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. It therefore differentiates $\psi$ but not the thermal factor. Dividing by that factor,

$$(C+BD)\psi=q\,\mathbf E\cdot\mathbf v,\qquad D=\frac q\hbar(\mathbf v\times\hat{\mathbf z})\cdot\nabla_{\mathbf k}. \tag{4}$$

With the inner product (the factor 2 is for spin)

$$\langle a,b\rangle=2\int\!\frac{d^2k}{(2\pi)^2}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)ab, \tag{5}$$

the current is $j_i=q\langle v_i,\psi\rangle$, and hence

$$\sigma_{ij}=q^2\langle v_i,(C+BD)^{-1}v_j\rangle . \tag{6}$$

The inverse needs justification, since $C$ has null functions. For scatterers in equilibrium, detailed balance gives

$$\langle\phi,C\psi\rangle=\tfrac12\iint P(\mathbf k,\mathbf k')\,[\phi(\mathbf k)-\phi(\mathbf k')][\psi(\mathbf k)-\psi(\mathbf k')]\,d^2k\,d^2k', \tag{7}$$

with $P$ symmetric and nonnegative. Thus $C$ is symmetric and positive semidefinite, and its null functions are constant on each set of states connected by scattering. We assume that each such set is a whole pocket or, for elastic scattering, a whole closed energy line of a pocket. Three facts follow.

- $D$ annihilates the null functions, because it differentiates along energy lines.
- $D$ is antisymmetric. The vector $\mathbf v\times\hat{\mathbf z}=(v_y,-v_x)$ has zero divergence in $\mathbf k$, since $\mathbf v$ is a gradient; integration by parts then moves $D$ to the other factor with a minus sign.
- $\mathbf v$ is orthogonal to the null functions. For a function $h(\varepsilon)$ on a closed pocket, $h\mathbf v$ is a gradient in $\mathbf k$ and integrates to zero.

So $C$ and $D$ both map the orthogonal complement of the null functions into itself. If $(C+BD)\psi=0$ there, then $\langle\psi,C\psi\rangle=0$ by antisymmetry of $D$, and $\psi=0$. With relaxation rates bounded away from zero, the inverse in (6) exists on this complement. The conductivity matrix is invertible too: if $\psi$ solves $(C+BD)\psi=\mathbf a\cdot\mathbf v$ for a real vector $\mathbf a\neq0$, then $\mathbf a\cdot\sigma\mathbf a=q^2\langle\psi,C\psi\rangle>0$.

### The scaling step

Let $C=\lambda(T)C_0$, and let hats mark the tensors calculated with $C_0$. Since

$$\lambda C_0+BD=\lambda\left[C_0+\frac B\lambda D\right], \tag{8}$$

equation (6) gives, with bands and $f_0$ unchanged,

$$\sigma(B,T)=\frac1\lambda\,\hat\sigma\!\left(\frac B\lambda\right),\qquad \rho(B,T)=\lambda\,\hat\rho\!\left(\frac B\lambda\right). \tag{9}$$

At zero field $\rho_{xx}(0,T)=\lambda\hat\rho_{xx}(0)$, so $\lambda=\rho_{xx}(0,T)/\hat\rho_{xx}(0)$. Eliminating $\lambda$ from (9),

$$\frac{\rho_{ij}(B,T)}{\rho_{xx}(0,T)}=\frac{\hat\rho_{ij}(x\,\hat\rho_{xx}(0))}{\hat\rho_{xx}(0)},\qquad x=\frac B{\rho_{xx}(0,T)} . \tag{10}$$

The right side depends on temperature through $x$ alone. Its $xx$ component is (1), and the Hall component scales in the same way. Physically, $\lambda$ shortens all relaxation times together, and a field larger by the same factor turns the carriers through the same angles between collisions.

No relaxation-time approximation was made. In the numerical check, a warped Fermi line with a general kernel gives $\Delta\rho/\rho(0)=0.0262$ at $x=1$ in dimensionless units, both before and after the kernel is multiplied by 3. Here $\Delta\rho=\rho_{xx}(B)-\rho_{xx}(0)$ and $\rho(0)=\rho_{xx}(0)$. Adding a kernel of different shape changes the value to 0.292 at the same $x$. The line is $\varepsilon=\tfrac12k^2(1+0.3\cos2\theta+0.1\cos4\theta)=\tfrac12$, the transition rate between states is $1+0.5\cos(\theta-\theta')+0.4\cos2\theta\cos2\theta'$, the added rate is $3(1+0.9\cos4\theta)(1+0.9\cos4\theta')$, and the units are such that the unwarped circle with unit rate has $\rho(0)=1$ and cyclotron frequency $B$.

### Violation by a temperature-dependent density

Take a semimetal with one electron and one hole pocket, each of density $n(T)$. Both are parabolic and isotropic, there is no scattering between them, and elastic scattering gives $C\mathbf v=\mathbf v/\tau$ with an energy-independent $\tau$ in each pocket. For holes, energy is measured into the valence band, $f$ is the hole occupation, and $q=+e$; for electrons $q=-e$.

In a pocket of mass $m$, $\mathbf v=\hbar\mathbf k/m$, so $D\mathbf v=(q/m)\,\mathbf v\times\hat{\mathbf z}$. For $u=v_x+iv_y$ this reads

$$Du=\frac qm(v_y-iv_x)=-\frac{iq}m\,u,\qquad (C+BD)^{-1}u=\frac{\tau}{1-iqB\tau/m}\,u. \tag{11}$$

By isotropy $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$. The tensor is then contained in $S=\sigma_{xx}+i\sigma_{xy}=q^2\langle v_x,(C+BD)^{-1}u\rangle$, and matrix inversion gives

$$\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}=\mathrm{Re}\,\frac1S . \tag{12}$$

Since $\langle v_x,v_y\rangle=0$, we need only $\langle v_x,v_x\rangle$. The density of states $g=m/(\pi\hbar^2)$ is constant and the angular mean of $v_x^2$ is $v^2/2=\varepsilon/m$. Integrating by parts, with vanishing boundary terms,

$$\langle v_x,v_x\rangle=\frac gm\int_0^\infty\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon=\frac gm\int_0^\infty f_0\,d\varepsilon=\frac nm . \tag{13}$$

In this model thermal broadening therefore acts through $n$ alone. With mobilities $\mu=e\tau/m$, the two pockets add to

$$S=ne\left[\frac{\mu_e}{1+i\mu_eB}+\frac{\mu_h}{1-i\mu_hB}\right]=\frac{ne(\mu_e+\mu_h)}{(1+i\mu_eB)(1-i\mu_hB)}, \tag{14}$$

because the terms $\mp i\mu_e\mu_hB$ cancel in the common numerator. The real part of

$$\frac1S=\frac{1+\mu_e\mu_hB^2+i(\mu_e-\mu_h)B}{ne(\mu_e+\mu_h)} \tag{15}$$

gives

$$\rho(0)=\frac1{ne(\mu_e+\mu_h)},\qquad \frac{\Delta\rho}{\rho(0)}=\mu_e\mu_hB^2 . \tag{16}$$

Let both scattering rates grow by a common factor, so that $r=\mu_e/\mu_h$ is fixed. From (16), $B(\mu_e+\mu_h)=B/[ne\rho(0)]$, and $\mu_e\mu_h/(\mu_e+\mu_h)^2=r/(1+r)^2$. Therefore

$$\frac{\Delta\rho}{\rho(0)}=\frac r{(1+r)^2}\left[\frac B{n(T)\,e\,\rho(0)}\right]^2 . \tag{17}$$

At fixed $B/\rho(0)$ the magnetoresistance varies as $1/n(T)^2$, which violates (1) although the collision operator is merely scaled. The zero-field resistivity has lost its role as a measure of $\lambda$, since it also contains $n$. In this model the variable $B/[ne\rho(0)]$ restores a single curve.

For numbers, let both masses be $0.1\,m_e$ and the bands overlap by $U=20$ meV. With equal masses, neutrality places the chemical potential at mid-overlap, $U/2$ above each pocket's edge, and

$$n=\frac m{\pi\hbar^2}\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-U/2)/k_BT}+1}=\frac{mk_BT}{\pi\hbar^2}\ln\!\left(1+e^{U/2k_BT}\right). \tag{18}$$

Take $\tau_e=1\ \mathrm{ps}\times(20\ \mathrm K/T)$ and $\tau_h=\tau_e/2$, so $r=2$ and the coefficient in (17) is $2/9$. These values illustrate the model and do not describe a particular material: $\hbar/\tau_h\approx0.76\,k_BT$ at every temperature, so the level broadening neglected here would not be small in a real hole pocket with this lifetime. At 300 K, $\hbar/\tau_h\approx20$ meV is about twice $U/2$, so sharp band edges and (18) would not describe a real semimetal there. The common value $B/\rho(0)=8.83\times10^{-4}$ T/Ω corresponds to 0.5 T at 20 K.

| $T$ (K) | $n$ ($10^{15}$ m⁻²) | $\rho(0)$ (Ω) | $B$ (T) | $\Delta\rho/\rho(0)$ |
|---|---|---|---|---|
| 20 | 4.18 | 566 | 0.500 | 0.387 |
| 100 | 5.16 | 2293 | 2.03 | 0.254 |
| 300 | 9.77 | 3630 | 3.21 | 0.0707 |

At 20 K, (16) reads $1.7588\times0.8794\times0.5^2=0.387$. Kohler's rule would keep this value down the last column. Instead it falls by a factor 5.47, which equals $(9.7748/4.1795)^2$, the squared ratio of densities. When the density is held at its 20 K value and the lifetimes still change, the result is 0.387 at all three temperatures.

### Violation by two mechanisms of different anisotropy

Now fix the density and consider degenerate electrons on a circular Fermi line with angle $\varphi$. From here on, $\langle\cdots\rangle$ with a single entry is a mean over $\varphi$. Let

$$(C\psi)(\varphi)=\left\langle W(\varphi,\varphi')[\psi(\varphi)-\psi(\varphi')]\right\rangle_{\varphi'},\qquad W=\sum_\alpha\frac{w_\alpha(\varphi)w_\alpha(\varphi')}{\langle w_\alpha\rangle}, \tag{19}$$

where $\alpha$ labels mechanisms and $w_\alpha(\varphi+\pi)=w_\alpha(\varphi)>0$. Each kernel is symmetric and conserves particle number. Its scattering-out rate is $w_\alpha(\varphi)$. Its scattering-in term, $w_\alpha(\varphi)\langle w_\alpha\psi\rangle/\langle w_\alpha\rangle$, vanishes when $\psi(\varphi+\pi)=-\psi(\varphi)$. The source $\mathbf v$ has this odd symmetry and the magnetic term preserves it, so a relaxation rate $\Gamma(\varphi)=\sum_\alpha w_\alpha(\varphi)=1/\tau(\varphi)$ is exact here.

For electrons (11) gives $BDu=i\omega_cu$ with $\omega_c=eB/m$, that is, $BD=\omega_c\partial_\varphi$. Let $g(\varphi)$ now denote the response to the source $e^{i\varphi}$:

$$(\Gamma+\omega_c\partial_\varphi)g=e^{i\varphi}. \tag{20}$$

The density of states times $v_F^2$ is $2n/m$, so $S=(ne^2/m)\,2\langle\cos\varphi\,g\rangle$. Let $\Gamma$ have fourfold symmetry. Then (20) implies $g(\varphi+\pi/2)=ig(\varphi)$, so $e^{i\varphi}g$ changes sign under this shift and has zero mean. What remains is

$$S=\frac{ne^2}m\,s,\qquad s=\langle e^{-i\varphi}g\rangle . \tag{21}$$

Fourfold symmetry also gives the tensor the form used in (12).

**Weak field.** Iterating $g=\tau(e^{i\varphi}-\omega_c\partial_\varphi g)$,

$$g=\tau e^{i\varphi}-\omega_c\tau\partial_\varphi(\tau e^{i\varphi})+\omega_c^2\tau\partial_\varphi[\tau\partial_\varphi(\tau e^{i\varphi})]+\dots \tag{22}$$

The first-order term of $s$ is $-\omega_c\langle\tau\tau'+i\tau^2\rangle=-i\omega_c\langle\tau^2\rangle$, since $\tau\tau'=(\tau^2)'/2$ has zero mean. In the second-order term, integration by parts gives $-\omega_c^2\langle\tau(\tau'-i\tau)(\tau'+i\tau)\rangle$. Thus

$$s=\langle\tau\rangle-i\omega_c\langle\tau^2\rangle-\omega_c^2\langle\tau^3+\tau\tau'^2\rangle+\dots \tag{23}$$

Put $A=\langle\tau^2\rangle/\langle\tau\rangle$ and $G=\langle\tau^3+\tau\tau'^2\rangle/\langle\tau\rangle$. Using $1/(1-y)=1+y+y^2+\dots$ with $y=i\omega_cA+\omega_c^2G$,

$$\mathrm{Re}\,\frac1s=\frac1{\langle\tau\rangle}\left[1+\omega_c^2(G-A^2)+\dots\right]. \tag{24}$$

Since $\rho(0)=m/(ne^2\langle\tau\rangle)$, we have $B/\rho(0)=ne\,\omega_c\langle\tau\rangle$, and at fixed $n$ Kohler's variable is $\omega_c\langle\tau\rangle$. In terms of it,

$$\frac{\Delta\rho}{\rho(0)}=K(\omega_c\langle\tau\rangle)^2+\dots,\qquad K=\frac{\langle\tau\rangle\langle\tau^3+\tau\tau'^2\rangle-\langle\tau^2\rangle^2}{\langle\tau\rangle^4}. \tag{25}$$

A common factor in $\tau$ cancels from $K$, as the theorem requires. The shape of $\tau(\varphi)$ does not cancel.

Let one mechanism be isotropic with rate $\Gamma_i$, and let the other have rate $\Gamma_a(T)(1+a\cos4\varphi)$ with $0<a<1$. Then

$$\Gamma=(\Gamma_i+\Gamma_a)(1+\eta\cos4\varphi),\qquad \eta=\frac{a\Gamma_a}{\Gamma_i+\Gamma_a}. \tag{26}$$

As $K$ ignores a common factor, set $\tau=1/d$ with $d=1+\eta\cos\theta$ and $\theta=4\varphi$. Write $p=1-\eta^2$ and $I_j=\langle d^{-j}\rangle$. The substitution $t=\tan(\theta/2)$ gives, for $b>\eta$,

$$J(b)=\left\langle\frac1{b+\eta\cos\theta}\right\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{(b+\eta)+(b-\eta)t^2}=\frac1{\sqrt{b^2-\eta^2}} . \tag{27}$$

Evaluating $J$, $-J'$, $J''/2$ and $-J'''/6$ at $b=1$,

$$I_1=p^{-1/2},\quad I_2=p^{-3/2},\quad I_3=\left(1+\tfrac12\eta^2\right)p^{-5/2},\quad I_4=\left(1+\tfrac32\eta^2\right)p^{-7/2}. \tag{28}$$

For the slope term, $\tau'=4\eta\sin\theta/d^2$. Use $\partial_\theta d^{-4}=4\eta\sin\theta\,d^{-5}$, integrate by parts, and insert $\cos\theta=(d-1)/\eta$:

$$\langle\tau\tau'^2\rangle=16\eta^2\langle\sin^2\theta\,d^{-5}\rangle=-4\eta\langle\cos\theta\,d^{-4}\rangle=4(I_4-I_3)=(8\eta^2+2\eta^4)p^{-7/2}. \tag{29}$$

Since $I_1^{-4}=p^2$, (25) becomes

$$K=p^2\left[\frac{1+\eta^2/2}{p^3}+\frac{8\eta^2+2\eta^4}{p^4}-\frac1{p^3}\right]=\frac{\eta^2(17+3\eta^2)}{2(1-\eta^2)^2}. \tag{30}$$

For $0<\eta<1$ the numerator rises with $\eta$ and the denominator falls, so $K$ is strictly increasing. Any change of $\Gamma_a/\Gamma_i$ changes $\eta$ and violates Kohler's rule. For small $\eta$, $K\approx17\eta^2/2$, of which $8\eta^2$ comes from the slope term: the field carries electrons between angles of weak and strong scattering.

The difference in anisotropy matters. If both mechanisms had the profile $1+a\cos4\varphi$, then $\eta=a$ for any mixture and the rule would hold. Different angular dependence is not sufficient in general, however. On a circular line, rotationally invariant kernels all give $Ce^{i\varphi}=e^{i\varphi}/\tau$, and no mixture of them produces magnetoresistance.

**Strong field.** Expand (20) in $1/\omega_c$. The leading term is $g_1=e^{i\varphi}/(i\omega_c)$, and the next obeys $\omega_c\partial_\varphi g_2=-\Gamma g_1$, which is solvable because odd functions have no constant part. Integration by parts gives $\langle e^{-i\varphi}g_2\rangle=-i\langle e^{-i\varphi}\partial_\varphi g_2\rangle=-\langle\Gamma\rangle/(i\omega_c)^2$. Hence

$$\frac1s=i\omega_c+\langle\Gamma\rangle+O(\omega_c^{-1}),\qquad \frac{\Delta\rho}{\rho(0)}\to\langle\Gamma\rangle\langle\tau\rangle-1=\frac1{\sqrt{1-\eta^2}}-1 . \tag{31}$$

The plateau also depends on the mixture, so the violation is not confined to weak fields.

Take $\Gamma_i=1$ ps⁻¹, $\Gamma_a=0.01\ \mathrm{ps^{-1}K^{-1}}\times T$ and $a=0.9$. At 100 K, $\eta=0.9\times1/2=0.45$, so $K=0.2025\times17.6075/(2\times0.7975^2)=2.80$, and the plateau is $0.7975^{-1/2}-1=0.120$.

| $T$ (K) | $\eta$ | $K$ | $\Delta\rho/\rho(0)$ at $\omega_c\langle\tau\rangle=1$ | plateau |
|---|---|---|---|---|
| 20 | 0.150 | 0.201 | 0.0106 | 0.0114 |
| 100 | 0.450 | 2.80 | 0.110 | 0.120 |
| 300 | 0.675 | 14.1 | 0.319 | 0.355 |

The fourth column compares equal values of $B/\rho(0)$ and would be constant under Kohler's rule. Its entries lie far below $K$, so $\omega_c\langle\tau\rangle=1$ is outside the range of the quadratic law. Multiplying both rates by 5 at a given temperature leaves the entry unchanged, as (10) requires: the violation comes from the changing mixture and not from the growth of the total rate.

## Numbers as computed

```
KOHLER'S RULE, warped line, dimensionless, B/rho0 = 1.0
collision scale factor = 3.0
rho0: unscaled 0.599832, scaled 1.799497
drho/rho0: unscaled 0.026212, scaled 0.026212
rho_yx/rho0: unscaled -0.945331, scaled -0.945331
drho/rho0 with a different kernel added = 0.291878
DENSITY: masses 0.10 m_e, overlap 20.0 meV
common B/rho0 = 8.8332e-04 T/ohm
T = 20 K: tau_e = 1.0000 ps, tau_h = 0.5000 ps
  n = 4.1795e+15 m^-2 per pocket, rho0 = 566.05 ohm
  mu_e = 1.7588, mu_h = 0.8794 m^2/(V s)
  B = 0.5000 T, drho/rho0 = 0.38668
  drho/rho0 with n held at first value = 0.38668
  coefficient of (B/(n e rho0))^2 = 0.22222
T = 100 K: tau_e = 0.2000 ps, tau_h = 0.1000 ps
  n = 5.1585e+15 m^-2 per pocket, rho0 = 2293.09 ohm
  mu_e = 0.3518, mu_h = 0.1759 m^2/(V s)
  B = 2.0255 T, drho/rho0 = 0.25383
  drho/rho0 with n held at first value = 0.38668
  coefficient of (B/(n e rho0))^2 = 0.22222
T = 300 K: tau_e = 0.0667 ps, tau_h = 0.0333 ps
  n = 9.7748e+15 m^-2 per pocket, rho0 = 3630.44 ohm
  mu_e = 0.1173, mu_h = 0.0586 m^2/(V s)
  B = 3.2068 T, drho/rho0 = 0.07069
  drho/rho0 with n held at first value = 0.38668
  coefficient of (B/(n e rho0))^2 = 0.22222
drho/rho0 ratio, first to last T = 5.4698
(n_last/n_first)^2 = 5.4698
ANISOTROPY: Gamma_i = 1.00 /ps, a = 0.90
T = 20 K: Gamma_a = 0.20 /ps, eta = 0.1500, <tau> = 0.8429 ps
  K: Boltzmann solution 0.2009, closed form 0.2010
  drho/rho0 at omega_c<tau> = 1: 0.01064
  the same with both rates times 5: 0.01064
  high-field plateau of drho/rho0 = 0.01144
T = 100 K: Gamma_a = 1.00 /ps, eta = 0.4500, <tau> = 0.5599 ps
  K: Boltzmann solution 2.8028, closed form 2.8031
  drho/rho0 at omega_c<tau> = 1: 0.11020
  the same with both rates times 5: 0.11020
  high-field plateau of drho/rho0 = 0.11979
T = 300 K: Gamma_a = 3.00 /ps, eta = 0.6750, <tau> = 0.3388 ps
  K: Boltzmann solution 14.1148, closed form 14.1194
  drho/rho0 at omega_c<tau> = 1: 0.31921
  the same with both rates times 5: 0.31921
  high-field plateau of drho/rho0 = 0.35535
```
